# Static screening wavevector of a two-dimensional carrier gas: a numerical check

```python
"""Static long-wavelength screening by a two-dimensional carrier gas.

Result under test: U_total = U_external / (1 + q_s/q), with
    q_s = (g/a) * (1 - exp(-n/(D0*kT))),
which tends to g/a, independent of density n, when T -> 0 at fixed n > 0.
    g   spin degeneracy (2)          n   sheet density
    a   effective Bohr radius        D0  density of states per area
    kT  thermal energy               mu  chemical potential from subband bottom
Units inside the program: eV and nm; masses in free-electron masses.
The response test by diagonalization uses hbar = m = k_F = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import expit, j1

HB = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/(2 m0), eV nm^2
COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e9    # e^2/(4 pi eps0), eV nm
KB = const.k / const.e                                  # eV/K
G = 2

# Rough typical parameters of an InGaAs-type amplifier well
EPS = 13.0
M_E, M_H, M_H_GROWTH = 0.045, 0.10, 0.37
WIDTH, DEPTH_E, DEPTH_H = 7.0, 0.30, 0.15
GAP = 0.80
ALPHA = 1 / GAP
T_COLD, T_USE = 4.0, 300.0
N_EX = 0.02                                            # nm^-2 = 2e12 cm^-2
DENSITIES = [0.005, 0.01, 0.02, 0.04]
CM = 1e14                                              # nm^-2 to cm^-2


def dos(mass):
    return G * mass / (4 * np.pi * HB)


def bohr(mass):
    return EPS * 2 * HB / (mass * COUL)


def qs_formula(n, temp, mass):
    return G / bohr(mass) * -np.expm1(-n / (dos(mass) * KB * temp))


K_GRID = np.linspace(0, 4, 40001)


def density(mu, temp, mass, alpha=0.0):
    """Sheet density from a sum over momentum; alpha is the nonparabolicity."""
    gamma = HB * K_GRID**2 / mass
    energy = 2 * gamma / (1 + np.sqrt(1 + 4 * alpha * gamma))
    integrand = K_GRID * expit((mu - energy) / (KB * temp))
    step = K_GRID[1] - K_GRID[0]
    return G / (2 * np.pi) * step * (integrand.sum() - 0.5 * integrand[-1])


def find_mu(n, temp, mass, alpha=0.0):
    return brentq(lambda mu: density(mu, temp, mass, alpha) - n, -0.6, 1.0)


def slope(n, temp, mass, alpha=0.0):
    """dn/dmu by central difference of the momentum sum."""
    mu, d = find_mu(n, temp, mass, alpha), 0.02 * KB * temp
    return (density(mu + d, temp, mass, alpha)
            - density(mu - d, temp, mass, alpha)) / (2 * d)


def qs_numeric(n, temp, mass):
    return 2 * np.pi * COUL / EPS * slope(n, temp, mass)


# --- Screening wavevector from state counting, cold and at room temperature
table = []
for n in DENSITIES:
    row = [n]
    for mass in (M_E, M_H):
        for temp in (T_COLD, T_USE):
            value = qs_numeric(n, temp, mass)
            # tolerance: finite-difference error of the derivative
            assert abs(value / qs_formula(n, temp, mass) - 1) < 1e-3
            row.append(value)
    table.append(row)
cold = np.array([row[1] for row in table])
assert np.ptp(cold) / cold.mean() < 1e-3
assert abs(cold.mean() * bohr(M_E) / G - 1) < 1e-3
n_dilute = 1e-5
debye_dilute = 2 * np.pi * COUL * n_dilute / (EPS * KB * T_USE)
# tolerance: first degeneracy correction n/(2 D0 kT) is about 1e-3
assert abs(qs_numeric(n_dilute, T_USE, M_E) / debye_dilute - 1) < 3e-3


# --- Poisson equation for a charged sheet, bare and with responding carriers
def sheet_potential(q, response):
    """Potential energy in the sheet per unit external sheet density."""
    h = 0.1
    half = int(round(14 / q / h))
    size = 2 * half + 1
    band = np.zeros((3, size))
    band[0, 1:] = band[2, :-1] = -1 / h**2
    band[1] = 2 / h**2 + q**2
    strength = 4 * np.pi * COUL / EPS
    band[1, half] += strength * response / h
    source = np.zeros(size)
    source[half] = strength / h
    return solve_banded((1, 1), band, source)[half]


q_test = 0.05
bare = sheet_potential(q_test, 0.0)
screened = sheet_potential(q_test, slope(N_EX, T_USE, M_E))
assert abs(bare / (2 * np.pi * COUL / (EPS * q_test)) - 1) < 1e-4
dielectric = bare / screened
assert abs(dielectric / (1 + qs_formula(N_EX, T_USE, M_E) / q_test) - 1) < 1e-3


# --- Density response of a quantum gas in a weak cosine potential
def response_ratio(q, kT, u=1e-3, mu=0.5):
    """Response over D0 for potential 2u cos(qx), by diagonalization."""
    nk = int(np.ceil(q / 0.0025))
    kx = ((np.arange(nk) + 0.5) / nk - 0.5) * q
    jmax = int(np.ceil(np.sqrt(2 * (mu + 16 * kT)) / q)) + 3
    j = np.arange(-jmax, jmax + 1)
    ham = np.zeros((nk, j.size, j.size))
    i = np.arange(j.size)
    ham[:, i, i] = 0.5 * (kx[:, None] + j * q)**2
    ham[:, i[1:], i[:-1]] = ham[:, i[:-1], i[1:]] = u
    level, vec = np.linalg.eigh(ham)
    dky = 0.01
    ky = (np.arange(600) + 0.5) * dky
    fermi = expit((mu - level[..., None] - 0.5 * ky**2) / kT)
    filling = G * 2 * dky * fermi.sum(axis=-1) / (2 * np.pi)
    overlap = (vec[:, 1:, :] * vec[:, :-1, :]).sum(axis=1)
    delta_n = (filling * overlap).sum() * (q / nk) / (2 * np.pi)
    return -delta_n / u / (G / (2 * np.pi))


ratio_inside = response_ratio(0.5, 0.02)
ratio_outside = response_ratio(3.0, 0.02)
ratio_warm = response_ratio(0.2, 0.5)
outside_formula = 1 - np.sqrt(1 - (2 / 3.0)**2)
warm_formula = 1 - np.exp(-np.log1p(np.exp(0.5 / 0.5)))
assert abs(ratio_inside - 1) < 2e-3
# tolerances: thermal smearing of the T = 0 law, and finite q in the warm case
assert abs(ratio_outside / outside_formula - 1) < 5e-3
assert abs(ratio_warm / warm_formula - 1) < 5e-3

# --- Electrons and holes shifted oppositely by one potential
mu_e, mu_h = find_mu(N_EX, T_USE, M_E), find_mu(N_EX, T_USE, M_H)
shift = 5e-4


def net_number(u):
    return density(mu_e - u, T_USE, M_E) - density(mu_h + u, T_USE, M_H)


q_pair = -2 * np.pi * COUL / EPS * (
    net_number(shift) - net_number(-shift)) / (2 * shift)
q_e, q_h = qs_formula(N_EX, T_USE, M_E), qs_formula(N_EX, T_USE, M_H)
assert abs(q_pair / (q_e + q_h) - 1) < 1e-3


# --- Bound levels of the finite well and the effect of higher subbands
def well_levels(mass, depth):
    h, size = 0.1, 600
    z = (np.arange(size) - (size - 1) / 2) * h
    hop = HB / (mass * h**2)
    diagonal = 2 * hop + np.where(abs(z) < WIDTH / 2, 0.0, depth)
    levels, vec = eigh_tridiagonal(diagonal, -hop * np.ones(size - 1),
                                   select='v', select_range=(0, depth))
    return levels, vec[:, 0]**2, z


lev_e, profile, z_grid = well_levels(M_E, DEPTH_E)
lev_h, _, _ = well_levels(M_H_GROWTH, DEPTH_H)
z0 = np.sqrt(M_E * DEPTH_E / HB) * WIDTH / 2
root = brentq(lambda x: x * np.tan(x) - np.sqrt(z0**2 - x**2), 0.01, 1.57)
assert abs(lev_e[0] - DEPTH_E * (root / z0)**2) < 1e-3
assert len(lev_e) > 1 and len(lev_h) > 1


def qs_many(levels, mass):
    """q_s at the example density shared among all bound subbands."""
    kT, offset = KB * T_USE, levels - levels[0]

    def excess(mu):
        return dos(mass) * kT * np.logaddexp(0, (mu - offset) / kT).sum() - N_EX

    mu = brentq(excess, -0.6, 1.0)
    total = dos(mass) * expit((mu - offset) / kT).sum()
    return 2 * np.pi * COUL / EPS * total, mu


q_e_many, mu_many = qs_many(lev_e, M_E)
q_h_many, _ = qs_many(lev_h, M_H)
debye_bound = 2 * np.pi * COUL * N_EX / (EPS * KB * T_USE)
assert q_h < debye_bound and q_h_many < debye_bound
barrier_fill = expit((mu_many - (DEPTH_E - lev_e[0])) / (KB * T_USE))

# --- Nonparabolic band: density dependence returns at T = 0
nonpar = []
for n in DENSITIES:
    factor = slope(n, T_COLD, M_E, ALPHA) / dos(M_E)
    assert abs(factor / np.sqrt(1 + 4 * ALPHA * n / dos(M_E)) - 1) < 1e-3
    nonpar.append(factor)
nonpar_warm = slope(N_EX, T_USE, M_E, ALPHA) / slope(N_EX, T_USE, M_E)


# --- Exchange: energy from the pair distribution, lengths in units of a
def energy_density(n):
    kf = np.sqrt(2 * np.pi * n)
    r = np.linspace(1e-9, 60, 40001)
    hole = -0.5 * (2 * j1(kf * r) / (kf * r))**2
    return np.pi * n**2 / 2 + n * np.pi * n * simpson(hole, x=r)


exchange = []
for n in DENSITIES:
    ns = n * bohr(M_E)**2
    d = 0.03 * ns
    stiffness = (energy_density(ns + d) - 2 * energy_density(ns)
                 + energy_density(ns - d)) / d**2 / np.pi
    # tolerance: second-difference error and cutoff of the pair integral
    assert abs(stiffness - (1 - 2 / (np.pi * np.sqrt(2 * np.pi * ns)))) < 1e-3
    exchange.append(1 / stiffness)

# --- Thickness of the well
q0 = G / bohr(M_E)
distance = abs(z_grid[:, None] - z_grid[None, :])
form = profile @ np.exp(-q0 * distance) @ profile
form_small = profile @ np.exp(-1e-4 * distance) @ profile
assert abs(form_small - 1) < 1e-3 and form < 1

n_99 = brentq(lambda n: qs_numeric(n, T_USE, M_E) / q0 - 0.99, 0.005, 0.06)
n_99_formula = dos(M_E) * KB * T_USE * np.log(100)
# tolerance: small derivative error is magnified where the curve is flat
assert abs(n_99 / n_99_formula - 1) < 1e-2
k_f = np.sqrt(2 * np.pi * N_EX)
assert q0 < 2 * k_f

print(f"Inputs: eps_r {EPS:.1f}, m_e {M_E:.3f}, m_h in plane {M_H:.2f} m0")
print(f"Hole growth mass {M_H_GROWTH:.2f} m0, well width {WIDTH:.1f} nm")
print(f"Well depths: electron {DEPTH_E:.2f} eV, hole {DEPTH_H:.2f} eV")
print(f"Gap {GAP:.2f} eV, nonparabolicity {ALPHA:.2f} 1/eV")
print(f"Example density {N_EX*CM:.2e} cm^-2, temperature {T_USE:.0f} K")
print(f"kT at {T_USE:.0f} K: {KB*T_USE*1e3:.2f} meV")
print(f"Electron D0: {dos(M_E)*CM:.3e} cm^-2/eV")
print(f"Hole D0: {dos(M_H)*CM:.3e} cm^-2/eV")
print(f"Effective Bohr radius: electron {bohr(M_E):.2f}, hole {bohr(M_H):.2f} nm")
print(f"T=0 electron q_s: {q0:.4f} 1/nm = {q0*1e7:.3e} 1/cm")
print(f"T=0 electron screening length 1/q_s: {1/q0:.2f} nm")
print(f"T=0 hole q_s: {G/bohr(M_H):.4f} 1/nm")
print(f"T=0 electron Fermi energy: {N_EX/dos(M_E)*1e3:.1f} meV")
print(f"k_F {k_f:.4f} 1/nm, 2k_F {2*k_f:.4f} 1/nm")
print("Counted q_s (1/nm): n(cm^-2), e 4K, e 300K, h 4K, h 300K")
for row in table:
    print(f"  {row[0]*CM:.1e}  " + "  ".join(f"{v:.4f}" for v in row[1:]))
print(f"n/(D0 kT) at 300 K: electron {N_EX/(dos(M_E)*KB*T_USE):.3f}, "
      f"hole {N_EX/(dos(M_H)*KB*T_USE):.3f}")
print(f"q_s over T=0 limit at 300 K: electron {q_e/q0:.4f}, "
      f"hole {q_h*bohr(M_H)/G:.4f}")
print(f"Density for 99% of electron limit at 300 K: {n_99_formula*CM:.3e} cm^-2")
print(f"Electron+hole q_s at 300 K: {q_pair:.4f} 1/nm, length {1/q_pair:.2f} nm")
print(f"Debye upper bound per species at 300 K: {debye_bound:.4f} 1/nm")
print(f"Dielectric function at q={q_test:.2f} 1/nm, electrons, 300 K: "
      f"{dielectric:.4f}")
print(f"Response/D0 by diagonalization, q=0.5 k_F, cold: {ratio_inside:.4f}")
print(f"Response/D0, q=3 k_F, cold: {ratio_outside:.4f}; "
      f"T=0 formula {outside_formula:.4f}")
print(f"Response/D0, q=0.2 k_F, kT=mu: {ratio_warm:.4f}; "
      f"q->0 formula {warm_formula:.4f}")
print("Electron levels (meV): " + ", ".join(f"{v*1e3:.1f}" for v in lev_e))
print("Heavy-hole levels (meV): " + ", ".join(f"{v*1e3:.1f}" for v in lev_h))
print(f"All bound subbands, 300 K: electron q_s {q_e_many:.4f} 1/nm, "
      f"ratio to one subband {q_e_many/q_e:.4f}")
print(f"All bound subbands, 300 K: hole q_s {q_h_many:.4f} 1/nm, "
      f"ratio to one subband {q_h_many/q_h:.4f}")
print(f"Occupation at electron barrier edge, 300 K: {barrier_fill:.4f}")
print("T=0 factors on electron q_s: n(cm^-2), nonparabolic, exchange")
for n, a, b in zip(DENSITIES, nonpar, exchange):
    print(f"  {n*CM:.1e}  {a:.4f}  {b:.4f}")
print(f"Nonparabolic factor at example density, 300 K: {nonpar_warm:.4f}")
print(f"Thickness form factor at q = T=0 electron q_s: {form:.4f}")
print(f"Factor on q_s if eps_r is lower by 1: {EPS/(EPS-1):.4f}")
print("all assertions hold")
```

It prints:

```
Inputs: eps_r 13.0, m_e 0.045, m_h in plane 0.10 m0
Hole growth mass 0.37 m0, well width 7.0 nm
Well depths: electron 0.30 eV, hole 0.15 eV
Gap 0.80 eV, nonparabolicity 1.25 1/eV
Example density 2.00e+12 cm^-2, temperature 300 K
kT at 300 K: 25.85 meV
Electron D0: 1.880e+13 cm^-2/eV
Hole D0: 4.177e+13 cm^-2/eV
Effective Bohr radius: electron 15.29, hole 6.88 nm
T=0 electron q_s: 0.1308 1/nm = 1.308e+06 1/cm
T=0 electron screening length 1/q_s: 7.64 nm
T=0 hole q_s: 0.2907 1/nm
T=0 electron Fermi energy: 106.4 meV
k_F 0.3545 1/nm, 2k_F 0.7090 1/nm
Counted q_s (1/nm): n(cm^-2), e 4K, e 300K, h 4K, h 300K
  5.0e+11  0.1308  0.0841  0.2907  0.1077
  1.0e+12  0.1308  0.1141  0.2907  0.1756
  2.0e+12  0.1308  0.1287  0.2907  0.2451
  4.0e+12  0.1308  0.1308  0.2907  0.2836
n/(D0 kT) at 300 K: electron 4.116, hole 1.852
q_s over T=0 limit at 300 K: electron 0.9837, hole 0.8431
Density for 99% of electron limit at 300 K: 2.238e+12 cm^-2
Electron+hole q_s at 300 K: 0.3738 1/nm, length 2.68 nm
Debye upper bound per species at 300 K: 0.5384 1/nm
Dielectric function at q=0.05 1/nm, electrons, 300 K: 3.5738
Response/D0 by diagonalization, q=0.5 k_F, cold: 1.0000
Response/D0, q=3 k_F, cold: 0.2550; T=0 formula 0.2546
Response/D0, q=0.2 k_F, kT=mu: 0.7297; q->0 formula 0.7311
Electron levels (meV): 75.5, 260.5
Heavy-hole levels (meV): 13.5, 52.8, 112.7
All bound subbands, 300 K: electron q_s 0.1342 1/nm, ratio to one subband 1.0429
All bound subbands, 300 K: hole q_s 0.3389 1/nm, ratio to one subband 1.3825
Occupation at electron barrier edge, 300 K: 0.0097
T=0 factors on electron q_s: n(cm^-2), nonparabolic, exchange
  5.0e+11  1.0644  1.3071
  1.0e+12  1.1252  1.1992
  2.0e+12  1.2377  1.1331
  4.0e+12  1.4366  1.0906
Nonparabolic factor at example density, 300 K: 1.2252
Thickness form factor at q = T=0 electron q_s: 0.7514
Factor on q_s if eps_r is lower by 1: 1.0833
all assertions hold
```
